\section*{Does a phonon carry mechanical momentum?}

\section*{Question}

I have learned that a phonon of wavevector $q$ has energy $\hbar\omega$ and momentum $\hbar q$. Energy and momentum balance for a scattered neutron seems to confirm this: the neutron loses momentum, and a phonon appears.

Two things do not fit. First, $q$ and $q+2\pi/a$ describe the same displacements of the atoms, so which of the two values is the momentum? Second, in an umklapp process the phonon momenta before and after differ by $\hbar G$. I am told that the lattice takes up the difference, but the phonons are already motions of the lattice. If I added up mass times velocity for all the atoms, would I find $\hbar q$? If not, what is conserved, and why does the neutron rule work?

\section*{Answer}

You would not find $\hbar q$. The vibration contributes zero to the sum for every phonon with $q\neq 0$ modulo $G=2\pi/a$; any total momentum belongs to the centre of mass. The quantity $\hbar q$, called crystal momentum, labels how a state responds when its displacement pattern is moved along by one site. It obeys its own conservation law, modulo $\hbar G$. The neutron does transfer mechanical momentum, but to the centre of mass.

\subsection*{The model, and the sum you propose}

Take $N$ atoms of mass $m$ on a ring, with positions $x_n=na+u_n$ and $u_{n+N}=u_n$. Each atom is labelled by its site, and exchange of atoms is neglected. The energy depends on the bond stretches $r_n=u_{n+1}-u_n$:
\begin{equation}
H=\sum_n\frac{p_n^2}{2m}+\sum_n\left(\frac K2r_n^2+\frac g6r_n^3+\frac h{24}r_n^4\right).
\label{H}
\end{equation}
Keep the $K$ term first. The equation of motion is $m\ddot u_n=K(u_{n+1}+u_{n-1}-2u_n)$. For $u_n=A\cos(qna-\omega t)$ the two neighbours add up to $2\cos(qa)\,u_n$, so
\begin{equation}
\omega^2=\frac{2K}{m}(1-\cos qa)=\frac{4K}{m}\sin^2\frac{qa}{2}.
\label{disp}
\end{equation}
The ring condition requires $q=2\pi j/(Na)$ with integer $j$, the index of the wave. The atomic momenta are $p_n=m\dot u_n=m\omega A\sin(qna-\omega t)$. To add them, let $S=\sum_{n=0}^{N-1}e^{iqna}$. Multiplying by $e^{iqa}$ moves every term one place along, so
\begin{equation}
(e^{iqa}-1)S=e^{iqNa}-1=0 .
\label{S}
\end{equation}
Hence $S=0$ unless $e^{iqa}=1$, that is, unless $q$ is a multiple of $G$. The total momentum is the imaginary part of $m\omega A\,e^{-i\omega t}S$, and it vanishes at all times.

For numbers, take round parameters: $N=6$, $m=4.0\times10^{-26}$ kg, $K=10$ N/m, $a=0.30$ nm. For $j=1$, $\sin(qa/2)=1/2$ and $\omega=\sqrt{K/m}=1.58\times10^{13}\ \mathrm{s^{-1}}$. With $A=0.010$ nm, $m\omega A=6.32\times10^{-24}$ kg\,m/s. At $t=0$ the six momenta, in $10^{-24}$ kg\,m/s, are
\[
0,\quad +5.48,\quad +5.48,\quad 0,\quad -5.48,\quad -5.48 .
\]
The atoms move, but their momenta cancel.

\subsection*{Several atoms per cell}

The cancellation does not need equal masses. Let $\Phi_{ij}$ be the harmonic force constants and use $s_i=\sqrt{m_i}\,u_i$. The modes are orthonormal eigenvectors $e_i$ of $D_{ij}=\Phi_{ij}/\sqrt{m_im_j}$ with eigenvalue $\omega^2$. A uniform displacement produces no force, so $\sum_j\Phi_{ij}=0$, and $e^{(0)}_i=\sqrt{m_i/M}$, with $M=\sum_im_i$, is an eigenvector with eigenvalue zero. If mode $e$ has amplitude $c(t)$, then $s_i=c\,e_i$ and
\begin{equation}
P=\sum_i m_i\dot u_i=\sum_i\sqrt{m_i}\,\dot s_i
=\dot c\sum_i\sqrt{m_i}\,e_i=\sqrt M\,\dot c\;e^{(0)}\!\cdot e .
\end{equation}
Every mode with $\omega>0$ is orthogonal to $e^{(0)}$, because $D$ is symmetric and the eigenvalues differ. Its total momentum is therefore zero. This includes optical modes at $q=0$, in which the atoms within a cell move against each other. Diagonalizing a ring of six cells with masses $m$ and $2m$ gives one mode with total momentum out of twelve: uniform translation.

\subsection*{The same statement for quantum phonons}

Return to equal masses. Separate the mean displacement $U$ and the total momentum $P$, with $[U,P]=i\hbar$, and write
\begin{align}
u_n&=U+\sum_{q\ne0}X_qe^{iqna}, & X_q&=\ell_q(b_q+b_{-q}^\dagger),\label{u}\\
p_n&=\frac PN+\sum_{q\ne0}Y_qe^{iqna}, & Y_q&=-im\omega_q\ell_q(b_q-b_{-q}^\dagger),\label{p}
\end{align}
where $\ell_q=\sqrt{\hbar/(2m\omega_qN)}$, $[b_q,b_{q'}^\dagger]=\delta_{qq'}$, and $U,P$ commute with all $b_q$. The sums run over one set of $N-1$ distinct wavevectors. These operators have the required commutator. For each $q$, only $X_q$ with $Y_{-q}$ contributes:
\[
[X_q,Y_{-q}]=-im\omega_q\ell_q^2\left(-[b_q,b_q^\dagger]+[b_{-q}^\dagger,b_{-q}]\right)=2im\omega_q\ell_q^2=\frac{i\hbar}{N},
\]
so that
\begin{equation}
[u_n,p_l]=\frac{i\hbar}{N}+\frac{i\hbar}{N}\sum_{q\neq0}e^{iq(n-l)a}=i\hbar\,\delta_{nl}.
\end{equation}

They also diagonalize the harmonic energy. Summing squares over sites pairs $q$ with $-q$, and by (\ref{disp}) $|e^{iqa}-1|^2=4\sin^2(qa/2)=m\omega_q^2/K$. Therefore
\begin{align}
H_2&=\frac{P^2}{2Nm}+N\sum_{q\ne0}\left(\frac{Y_qY_{-q}}{2m}+\frac{m\omega_q^2}{2}X_qX_{-q}\right)\nonumber\\
&=\frac{P^2}{2Nm}+\sum_{q\ne0}\frac{Nm\omega_q^2\ell_q^2}{2}
\Big[(b_q+b_{-q}^\dagger)(b_{-q}+b_q^\dagger)\nonumber\\
&\hspace{4.2cm}-(b_q-b_{-q}^\dagger)(b_{-q}-b_q^\dagger)\Big]\nonumber\\
&=\frac{P^2}{2Nm}+\sum_{q\ne0}\frac{\hbar\omega_q}{2}\left(b_qb_q^\dagger+b_{-q}^\dagger b_{-q}\right)\nonumber\\
&=\frac{P^2}{2Nm}+\sum_{q\ne0}\hbar\omega_q\left(b_q^\dagger b_q+\tfrac12\right).
\end{align}
The third line uses $Nm\omega_q^2\ell_q^2=\hbar\omega_q/2$; the bracket equals twice $b_qb_q^\dagger+b_{-q}^\dagger b_{-q}$. The last line renames $-q$ as $q$ in the second term.

Now sum (\ref{p}) over the sites. By (\ref{S}) every phonon term disappears, leaving $P$. Since $[P,b_q^\dagger]=0$, creating a phonon turns an eigenstate of $P$ into an eigenstate with the same eigenvalue, and it leaves the distribution of $P$ unchanged when the centre of mass is not correlated with the phonons. If the centre of mass starts in a state with $P=0$, then $P|\psi\rangle=0$ for any phonon content.

Individual atoms do fluctuate. In a state with $n_q$ phonons and $P=0$, the surviving terms of $p_n^2$ are $b_qb_q^\dagger$ and $b_q^\dagger b_q$, so
\begin{equation}
\langle p_n^2\rangle=\sum_{q\ne0}\frac{m\hbar\omega_q}{2N}(2n_q+1).
\end{equation}
One phonon of index 2, with energy 18.03 meV, raises the rms momentum of an atom from $6.44\times10^{-24}$ to $7.79\times10^{-24}$ kg\,m/s. For comparison, its $\hbar q$ is $7.36\times10^{-25}$ kg\,m/s. The atomic momenta are correlated so that their sum has no fluctuation.

\subsection*{What $\hbar q$ labels}

Two operations are easily confused. A rigid displacement by $d$, generated by $P$, adds $d$ to every $u_n$. A pattern shift $T$ instead hands each displacement to the next site:
\begin{equation}
(T\psi)(u_0,u_1,\ldots,u_{N-1})=\psi(u_1,u_2,\ldots,u_0).
\end{equation}
If $\psi$ is peaked at $u_n=w_n$, then $T\psi$ is peaked at $u_{n+1}=w_n$. For operators this gives $Tu_nT^{-1}=u_{n+1}$ and $Tp_nT^{-1}=p_{n+1}$.

To find the effect on a phonon, invert (\ref{u}) and (\ref{p}). For $q\ne0$, multiplying by $e^{iqna}$ and summing selects $NX_{-q}$ and $NY_{-q}$:
\begin{align}
\sum_ne^{iqna}\left(u_n-\frac{ip_n}{m\omega_q}\right)
&=N\ell_q\left[(b_{-q}+b_q^\dagger)-(b_{-q}-b_q^\dagger)\right]\nonumber\\
&=2N\ell_q\,b_q^\dagger .
\end{align}
Applying $T$ replaces $n$ by $n+1$ in the operators but not in the exponential. Since $e^{iqna}=e^{-iqa}e^{iq(n+1)a}$,
\begin{equation}
Tb_q^\dagger T^{-1}=e^{-iqa}b_q^\dagger .
\end{equation}
The harmonic ground state with $P=0$ is a positive Gaussian that treats all sites alike, so $T$ leaves it unchanged. Adding phonons one by one gives
\begin{equation}
T|\{n_q\}\rangle=e^{-i\kappa a}|\{n_q\}\rangle,\qquad \kappa=\sum_qq\,n_q .
\label{kappa}
\end{equation}
This answers your first objection: the eigenvalue is unchanged when $\kappa$ becomes $\kappa+G$, so neither value is preferred. In the six-atom ring, two phonons of index 2 have phase $-4\times60^\circ=-240^\circ$, which is the same as $120^\circ$. One phonon of index $-2$ also has phase $120^\circ$. The two states have different energies but the same crystal momentum.

The freedom to combine $P=0$ with any $\kappa$ relies on the atoms being labelled. Relabelling $x_n\to x_{n+1}$ around the ring, with $x_N=x_0+Na$, replaces $u_n$ by $u_{n+1}+a$, so it multiplies a state of definite $P$ and $\kappa$ by $e^{i(P/\hbar-\kappa)a}$. For identical bosons on a ring this factor must be 1, which ties $P$ to $\hbar\kappa$ modulo $\hbar G$. That momentum is still carried by the centre-of-mass factor, not by the vibration.

\subsection*{Umklapp without a momentum transfer}

All bonds in (\ref{H}) are alike, so $T$ commutes with $H$, including the $g$ and $h$ terms. Let $V$ be the anharmonic part. For states $i$ and $f$ with labels $\kappa_i$ and $\kappa_f$,
\begin{equation}
\langle f|V|i\rangle=\langle f|T^{-1}VT|i\rangle
=e^{i(\kappa_f-\kappa_i)a}\langle f|V|i\rangle .
\end{equation}
The matrix element must vanish unless $\kappa_f-\kappa_i$ is a multiple of $G$. Separately, $V$ depends on differences of displacements, so $[P,V]=0$. In an umklapp process $P$ is the same before and after. No mechanical momentum $\hbar G$ has to be taken up by anything; the difference of $G$ is a difference between equivalent labels.

The size of such a coupling can be worked out for two phonons $q$ turning into one phonon $q'$, with $2q=q'$ modulo $G$ and $q,q'\ne0$. The quartic term changes the number of phonons by an even number, so it does not contribute. Write $r_n=\sum_qR_qe^{iqna}$ with $R_q=(e^{iqa}-1)X_q$. The site sum in the cubic term gives $N$ when the three wavevectors add up to a multiple of $G$, and zero otherwise.

The process needs $b_q$ twice, each from a factor $R_q$, and $b_{q'}^\dagger$ once, from a factor $R_{-q'}$. The creation operator can stand in any of three places. The operators commute because $q'\ne q$, and $b_q^2|2_q\rangle=\sqrt2\,|0\rangle$. Thus
\begin{align}
|\langle1_{q'}|V|2_q\rangle|
&=\frac{|g|N}{6}\,3\sqrt2\;\ell_q^2\,\ell_{q'}\,|e^{iqa}-1|^2\,|e^{-iq'a}-1|\nonumber\\
&=\frac{|g|N}{\sqrt2}\,\frac{\hbar\omega_q}{2NK}\sqrt{\frac{\hbar\omega_{q'}}{2NK}} ,
\label{V}
\end{align}
where $\ell_q^2|e^{iqa}-1|^2=\ell_q^2m\omega_q^2/K=\hbar\omega_q/(2NK)$.

Take $g=-4.0\times10^{11}\ \mathrm{N/m^2}$. This is a strong anharmonicity: a stretch $\delta$ changes $K$ to $K+g\delta$, so the Gr\"uneisen parameter is $-ga/(2K)=6$, and the numbers below illustrate the rule rather than describe a material. The prefactor $|g|N/\sqrt2$ is $1.70\times10^{12}\ \mathrm{N/m^2}$, and $2NK=120$ N/m. The phonon energies 10.41 meV (index 1) and 18.03 meV (index 2) give $\hbar\omega/(2NK)=1.39\times10^{-23}$ and $2.41\times10^{-23}\ \mathrm{m^2}$. Equation (\ref{V}) then yields:
\begin{itemize}
\item $1+1\to2$, with equal index sums: 0.722 meV;
\item $2+2\to-2$, with index sums 4 and $-2$, which differ by $N=6$: 1.25 meV;
\item $1+1\to-1$, with index sums 2 and $-1$: zero, since they differ by 3.
\end{itemize}
The second process is umklapp in the labelling $-2,\ldots,3$. Calling the final phonon index 4 would remove the jump from this process without changing the physics, but $(-1)+(-1)\to-2$ would then acquire one. No labelling removes all jumps: if the indices 2 and $-2$ are renamed $\lambda$ and $\mu$, the processes $2+2\to-2$ and $(-2)+(-2)\to2$ would need $\mu=2\lambda$ and $\lambda=2\mu$, hence $\lambda=0$, which is not 2 modulo 6. These numbers are couplings, not decay rates. A real decay must also conserve energy, which neither allowed example does here: $2\times18.03$ meV is not 18.03 meV, and $2\times10.41$ meV is not 18.03 meV. In this chain no process turning two phonons into one conserves the harmonic energies, for any $N$, because $|\sin(x+y)|<|\sin x|+|\sin y|$ when both sines are nonzero. The model shows the selection rule, not a real three-phonon collision.

\subsection*{Two conservation laws that can fail separately}

Weaken one spring to half its strength. The forces at its two ends are still equal and opposite, so $P$ is conserved. The sites are no longer alike, so crystal momentum is not. To measure the reversed wave, use
\begin{equation}
\alpha_{-q}=\frac1N\sum_ne^{iqna}\left(u_n+\frac{i\dot u_n}{\omega_q}\right).
\end{equation}
For the original wave the bracket is $Ae^{i(qna-\omega t)}$, and for index 1 the sum over $e^{2iqna}$ is zero. Starting from the wave above and following the motion for 1.26 ps, $|\alpha_{-q}|$ remains zero in the intact ring but reaches $0.977A$ in the ring with the weak spring. The label has largely changed from $q$ to $-q$, while the summed atomic momentum stays at zero throughout.

The opposite failure occurs if every atom is tied to a fixed substrate by the same potential $w(u_n)$. The sites remain alike and $T$ still commutes with $H$, but $\dot P=-\sum_nw'(u_n)$. If $w'(u)=k_1u+k_2u^2$, the linear part cancels for a $q\neq0$ wave, but $k_2\sum_nu_n^2$ does not. Such a wave can then acquire total momentum from the substrate. With $k_2=0$ such a wave would still have $P=0$. Forces that depend only on relative positions keep $P$ at zero for every wave; with an anharmonic substrate that general guarantee is lost.

\subsection*{Why the neutron rule works}

Let a probe at position $R$ interact with the atoms through $\sum_nv(R-x_n)$. In a Fourier expansion of $v$, the term $e^{-iQR}$, which lowers the probe's momentum by $\hbar Q$, comes with the crystal operator
\begin{equation}
\rho_Q=\sum_ne^{iQx_n}=\sum_ne^{iQna}e^{iQu_n},\qquad Q=\frac{2\pi s}{Na},
\end{equation}
with integer $s$. Since $p_n=-i\hbar\,\partial/\partial u_n$, we have $[P,\rho_Q]=\hbar Q\,\rho_Q$: the crystal gains the full mechanical momentum $\hbar Q$. Under the pattern shift,
\begin{equation}
T\rho_QT^{-1}=\sum_ne^{iQna}e^{iQu_{n+1}}=e^{-iQa}\rho_Q ,
\end{equation}
where $e^{iQNa}=1$ closes the sum around the ring. The crystal momentum thus changes by $\hbar Q$ modulo $\hbar G$.

To see where each quantity goes, put $u_n=U+\tilde u_n$, so that
\begin{equation}
\rho_Q=e^{iQU}\sum_ne^{iQna}e^{iQ\tilde u_n}.
\end{equation}
The factor $e^{iQU}$ raises $P$ by $\hbar Q$ and is unaffected by $T$, since moving the pattern does not change the mean displacement. The other factor acts on the phonons, commutes with $P$, and carries the phase $e^{-iQa}$. The centre of mass takes the mechanical momentum; the phonons take the label.

The amplitude for creating one phonon from the harmonic ground state follows from $\tilde u_n=C_n+C_n^\dagger$ with $C_n=\sum_q\ell_qb_qe^{iqna}$. Because $[C_n,C_n^\dagger]=\sum_q\ell_q^2=\langle\tilde u_n^2\rangle$ is a number,
\begin{equation}
e^{iQ\tilde u_n}=e^{iQC_n^\dagger}e^{iQC_n}e^{-W},\qquad W=\tfrac12Q^2\langle\tilde u_n^2\rangle .
\end{equation}
The factor $e^{iQC_n}$ leaves the ground state unchanged, and the linear term of $e^{iQC_n^\dagger}$ creates one phonon:
\begin{align}
\langle1_q|\sum_ne^{iQna}e^{iQ\tilde u_n}|0\rangle
&=iQ\ell_qe^{-W}\sum_ne^{i(Q-q)na}\nonumber\\
&=iQ\sqrt{\frac{N\hbar}{2m\omega_q}}\;e^{-W}
\end{align}
if $q=Q$ modulo $G$, and zero otherwise.

Compare transfers of index 2 and index 8 in the six-atom ring. Both create a phonon of index 2:
\begin{center}
\begin{tabular}{lcc}
& $s=2$ & $s=8$\\
$\hbar Q$ ($10^{-24}$ kg\,m/s) & 0.736 & 2.945\\
$W$ & 0.0012 & 0.0198\\
amplitude (magnitude) & 0.118 & 0.465\\
recoil energy (meV) & 0.007 & 0.113
\end{tabular}
\end{center}
For $s=8$, $Q=2.7925\times10^{10}\ \mathrm{m^{-1}}$ and the square root is $1.6994\times10^{-11}$ m, so the amplitude is $0.4746\,e^{-0.0198}=0.465$. The mechanical momenta differ by $2.209\times10^{-24}$ kg\,m/s, which is $\hbar G$, although the phonon is the same. That phonon cannot be what stores the mechanical momentum. The values of $W$ and of the amplitudes are harmonic ones. With the $g$ used above and $h=2.0\times10^{22}\ \mathrm{N/m^3}$ in (\ref{H}), the corresponding level moves from 18.03 to 18.51 meV and the amplitudes fall to 0.114 and 0.445, while the selection rule is unchanged.

For a crystal that starts with $P=0$, the recoil energy $(\hbar Q)^2/(2Nm)$ falls as $1/N$ at fixed $Q$. An initial $P$ adds $\hbar QP/(Nm)$, which for a thermal $P\sim\sqrt{Nmk_BT}$ falls as $1/\sqrt N$. In a large crystal, when one phonon is created, the probe's energy loss is then practically $\hbar\omega_q$, while its momentum loss gives $q$ modulo $G$. This is why one can do the balance as if the phonon had momentum $\hbar q$.

The numerical check checks numerically the vanishing total momentum, the weak-spring result, the translation phases, the couplings and the scattering amplitudes; the substrate case and the anharmonic shifts of the amplitudes are not part of it.

\section*{Computed results}
\begin{verbatim}
atoms in ring N = 6
mass m = 4.00e-26 kg
spring constant K = 10.0 N/m
spacing a = 0.30 nm
cubic constant g = -4.00e+11 N/m^2
quartic constant h = 2.00e+22 N/m^3
phonon energy, index 1 = 10.407 meV
phonon energy, index 2 = 18.026 meV
phonon energy, index 3 = 20.814 meV
hbar q, index 1 = 3.6812e-25 kg m/s
hbar q, index 2 = 7.3623e-25 kg m/s
hbar G = 2.2087e-24 kg m/s
two-mass ring: masses m and 2m, cells = 6
modes with total momentum = 1 of 12
q=0 optical mode energy = 18.026 meV
wave amplitude A = 0.010 nm, index 1, time 0
momentum of atom 0 = +0.000 x 1e-24 kg m/s
momentum of atom 1 = +5.477 x 1e-24 kg m/s
momentum of atom 2 = +5.477 x 1e-24 kg m/s
momentum of atom 3 = +0.000 x 1e-24 kg m/s
momentum of atom 4 = -5.477 x 1e-24 kg m/s
momentum of atom 5 = -5.477 x 1e-24 kg m/s
sum of momenta = 0.000 x 1e-24 kg m/s
weak spring / normal spring = 0.50
time followed = 1.265 ps
peak -q amplitude / A, intact ring = 0.000
peak -q amplitude / A, weak spring = 0.977
T phase, two index-2 phonons = 120.00 deg
T phase, one index -2 phonon = 120.00 deg
coupling, normal 1+1 to 2 = 0.7220 meV
coupling, umklapp 2+2 to -2 = 1.2506 meV
coupling, forbidden 1+1 to -1 = 0.0000 meV
rms atom momentum, no phonon = 6.4410e-24 kg m/s
rms atom momentum, one index-2 phonon = 7.7936e-24 kg m/s
rms zero-point displacement = 7.126 pm
transfer index 2: hbar Q to crystal = 7.3623e-25 kg m/s
  exponent W = 0.00124
  amplitude for index-2 phonon = 0.1185
  recoil energy of ring = 0.00705 meV
transfer index 8: hbar Q to crystal = 2.9449e-24 kg m/s
  exponent W = 0.01980
  amplitude for index-2 phonon = 0.4653
  recoil energy of ring = 0.11277 meV
\end{verbatim}
